**Hush coupling and width from a computed intervalence band**

The program examines H = 0.0206 √(ε_max ν_max Δν)/r and Δν ≈ √(16 ln2 (kT/hc) ν_max). Here H is the diabatic coupling, ε_max the peak decadic molar absorption coefficient, ν_max the peak wavenumber, Δν the full width at half maximum and r the diabatic transfer distance. H, ν_max and Δν are in cm⁻¹, ε_max is in M⁻¹ cm⁻¹ and r is in Å. Assertions cover the absorption prefactor by propagation in a weak pulse, the vibronic sum rule by diagonalization, the classical gap statistics and the leading shape corrections. Complete thermal spectra return input couplings of 300 and 600 cm⁻¹ with errors of about 0.1% relative to the inputs. For the first spectrum, the computed width is 7.4% above the simple prediction. The width constant is 2312 cm⁻¹ at 300 K and 2298 cm⁻¹ at 298.15 K.

## Numerical check

```python
"""
Result under test: Hush's analysis of an intervalence absorption band,
    H = 0.0206 sqrt(eps_max nu_max width) / r,
    width = sqrt(16 ln2 (kT/hc) nu_max), about sqrt(2310 nu_max) near 300 K.
H: diabatic coupling (cm^-1); r: diabatic transfer distance (angstrom);
eps_max: peak decadic molar absorption coefficient (M^-1 cm^-1);
nu_max: peak wavenumber; width: full width at half maximum (both cm^-1).
The model has two diabatic states and one harmonic mode. lambda is the
reorganization energy. Local-field and refractive-index factors are one.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

LN2 = np.log(2.0)
temperature = 300.0
reorganization = 8000.0
coupling = 300.0
mode = 100.0
distance_angstrom = 7.0
line_sigma = 100.0
kelvin_to_wavenumber = const.k / (const.h * const.c * 100.0)
thermal = kelvin_to_wavenumber * temperature
transfer_dipole = const.e * distance_angstrom * const.angstrom

# Molar intensity factor: integral(eps d nu / nu) = intensity_factor * mu^2.
intensity_factor = (const.pi * const.N_A /
                    (3 * np.log(10) * const.epsilon_0 * const.hbar * const.c))
gaussian_area = np.sqrt(const.pi / (4 * LN2))
# One M^-1 cm^-1 is 0.1 m^2/mol.
hush_prefactor = (np.sqrt(0.1 * gaussian_area / intensity_factor) /
                  (const.e * const.angstrom))
assert abs(hush_prefactor - 0.0206) < 0.00005


def band_parameters(x, y):
    """Return peak position, peak height and full width at half maximum."""
    curve = CubicSpline(x, y)
    k = int(np.argmax(y))
    peak = brentq(curve.derivative(), x[k - 2], x[k + 2])
    height = float(curve(peak))

    def half_difference(position):
        return float(curve(position)) - height / 2

    left = brentq(half_difference, x[0], peak)
    right = brentq(half_difference, peak, x[-1])
    return peak, height, right - left


# Absorption prefactor from direct propagation in a weak light pulse.
# Time is measured in units of the inverse transition angular frequency.
def pulse(time):
    return np.exp(-time**2 / 72.0) * np.cos(time)


def excitation_probability(strength):
    def derivative(time, amplitude):
        drive = strength * pulse(time)
        return -1j * np.array([-drive * amplitude[1],
                               amplitude[1] - drive * amplitude[0]])
    solution = solve_ivp(derivative, (-45, 45), np.array([1 + 0j, 0j]),
                         method="DOP853", rtol=1e-9, atol=1e-12)
    return abs(solution.y[1, -1])**2


test_dipole = transfer_dipole * coupling / reorganization
angular_frequency = 2 * const.pi * const.c * 100 * reorganization
drive_strength = 3e-4
field = drive_strength * const.hbar * angular_frequency / test_dipole
cosines, cosine_weights = np.polynomial.legendre.leggauss(3)
mean_probability = sum(
    0.5 * weight * excitation_probability(drive_strength * cosine)
    for cosine, weight in zip(cosines, cosine_weights))
times = np.linspace(-45, 45, 18001)
pulse_transform = trapezoid(pulse(times) * np.exp(1j * times), times)
spectral_fluence = (const.epsilon_0 * const.c * field**2 *
                    abs(pulse_transform)**2 /
                    (const.pi * angular_frequency**2))
absorbed_energy = const.hbar * angular_frequency * mean_probability
propagated_intensity = (const.N_A / np.log(10) * absorbed_energy /
                        (spectral_fluence * angular_frequency))
pulse_ratio = propagated_intensity / (intensity_factor * test_dipole**2)
assert abs(pulse_ratio - 1) < 1e-3

# Electronic diagonalization along the coordinate, at strong coupling too.
for trial_coupling in (300.0, 1500.0):
    for coordinate in np.linspace(-0.4, 1.4, 13):
        energy_a = reorganization * coordinate**2
        energy_b = reorganization * (coordinate - 1)**2
        energies, states = np.linalg.eigh(
            np.array([[energy_a, trial_coupling],
                      [trial_coupling, energy_b]]))
        gap = energies[1] - energies[0]
        dipole = abs(states[:, 0] @ np.diag([-0.5, 0.5]) @ states[:, 1])
        assert abs(gap * dipole - trial_coupling) < 1e-7
        surface = ((gap - reorganization)**2 / (4 * reorganization)
                   - trial_coupling**2 / reorganization)
        assert abs(energies[0] - surface) < 1e-7

# Thermal gap statistics, including an energy offset between the wells.
offset = 1000.0
coordinate = np.linspace(-1.5, 1.5, 20001)
weights = np.exp(-reorganization * coordinate**2 / thermal)
weights /= weights.sum()
gaps = offset + reorganization * ((coordinate - 1)**2 - coordinate**2)
mean_gap = weights @ gaps
gap_variance = weights @ (gaps - mean_gap)**2
assert abs(mean_gap - offset - reorganization) < 1e-5
assert abs(gap_variance / (2 * reorganization * thermal) - 1) < 1e-8

# Shape corrections when nu*eps, rather than eps, is Gaussian.
eta_test = 0.05
scaled = np.linspace(-5, 5, 2001)
profile = np.exp(-scaled**2 / 2) / (1 + eta_test * scaled)
scaled_peak, scaled_height, scaled_width = band_parameters(scaled, profile)
relative_peak = 1 + eta_test * scaled_peak
area_ratio = (scaled_height * relative_peak * scaled_width /
              np.sqrt(8 * LN2))
area_coefficient = (area_ratio - 1) / eta_test**4
expected_area_coefficient = 0.25 + LN2 / 2
assert abs(area_coefficient / expected_area_coefficient - 1) < 0.05
width_ratio = scaled_width / np.sqrt(8 * LN2 * relative_peak)
width_coefficient = (width_ratio - 1) / eta_test**2
assert abs(width_coefficient - 1) < 0.05


def vibronic_band(electronic_coupling, basis_size=400):
    """Absolute thermal spectrum from eigenstates of the full Hamiltonian."""
    numbers = np.arange(basis_size)
    ladder = np.diag(np.sqrt(numbers[1:]), 1)
    position = ladder + ladder.T
    linear = 0.5 * np.sqrt(reorganization * mode)
    oscillator = np.diag(mode * numbers)
    mixing = electronic_coupling * np.eye(basis_size)
    hamiltonian = np.block([
        [oscillator + linear * position, mixing],
        [mixing, oscillator - linear * position]])
    energies, states = np.linalg.eigh(hamiltonian)
    signs = np.r_[-0.5 * np.ones(basis_size), 0.5 * np.ones(basis_size)]
    dipoles = states.T @ (signs[:, None] * states)
    for initial in (0, 7, 20):
        total = np.sum((energies - energies[initial])**2 *
                       dipoles[:, initial]**2)
        assert abs(total / electronic_coupling**2 - 1) < 1e-7
    populations = np.exp(-(energies - energies[0]) / thermal)
    populations /= populations.sum()
    grid = np.arange(1500.0, 18001.0, 20.0)
    spectrum = np.zeros_like(grid)
    band_sum = 0.0
    for initial in np.where(energies - energies[0] < 20 * thermal)[0]:
        transition = energies - energies[initial]
        selected = (transition > 500) & (transition < 19000)
        center = transition[selected]
        strength = ((populations[initial] - populations[selected]) *
                    dipoles[selected, initial]**2)
        lines = np.exp(-(grid[:, None] - center)**2 / (2 * line_sigma**2))
        lines /= np.sqrt(2 * const.pi) * line_sigma
        spectrum += lines @ (strength * center)
        in_band = center > 2000
        band_sum += np.sum(strength[in_band] * center[in_band]**2)
    spectrum *= 10 * intensity_factor * transfer_dipole**2
    return grid, spectrum, band_sum / electronic_coupling**2


def hush_coupling(peak, height, width):
    return hush_prefactor * np.sqrt(height * peak * width) / distance_angstrom


grid, spectrum, sum_share = vibronic_band(coupling)
peak, height, width = band_parameters(grid, spectrum)
recovered = hush_coupling(peak, height, width)
assert sum_share > 0.99
assert abs(recovered / coupling - 1) < 0.01

strong_coupling = 600.0
grid2, spectrum2, share2 = vibronic_band(strong_coupling)
peak2, height2, width2 = band_parameters(grid2, spectrum2)
recovered2 = hush_coupling(peak2, height2, width2)
assert share2 > 0.99
assert abs(recovered2 / strong_coupling - 1) < 0.02

# Compare the absolute quantum spectrum with the classical band formula.
diabatic_gap = np.linspace(-20000, 20000, 40001)
adiabatic_gap = np.sqrt(diabatic_gap**2 + 4 * coupling**2)
partition = trapezoid(np.exp(-(adiabatic_gap - reorganization)**2 /
                            (4 * reorganization * thermal)), diabatic_gap)
classical_density = (2 * grid / np.sqrt(grid**2 - 4 * coupling**2) *
                     np.exp(-(grid - reorganization)**2 /
                            (4 * reorganization * thermal)) / partition)
classical_weighted = (10 * intensity_factor * transfer_dipole**2 *
                      coupling**2 * classical_density)
classical_error = (np.max(abs(grid * spectrum - classical_weighted)) /
                   np.max(classical_weighted))
assert classical_error < 0.03

weighted_peak, weighted_height, weighted_width = band_parameters(
    grid, grid * spectrum)
quantum_variance = reorganization * mode / np.tanh(mode / (2 * thermal))
quantum_width = np.sqrt(8 * LN2 * (quantum_variance + line_sigma**2))
assert abs(weighted_width / quantum_width - 1) < 0.01
classical_width = np.sqrt(16 * LN2 * thermal * reorganization)
simple_width = np.sqrt(16 * LN2 * thermal * peak)
corrected_width = simple_width * (1 + 2 * thermal / reorganization)
assert abs(width / corrected_width - 1) < 0.04
assert abs(width / corrected_width - 1) < abs(width / simple_width - 1)
classical_peak = reorganization / 2 * (
    1 + np.sqrt(1 - 8 * thermal / reorganization))
assert abs(peak / classical_peak - 1) < 0.01

width_constant = 16 * LN2 * thermal
standard_constant = 16 * LN2 * kelvin_to_wavenumber * 298.15
matching_temperature = 2310 / (16 * LN2 * kelvin_to_wavenumber)
assert abs(width_constant - 2310) < 5
eta = np.sqrt(2 * thermal / reorganization)

print(f"Temperature: {temperature:.2f} K")
print(f"Thermal energy: {thermal:.3f} cm^-1")
print(f"Reorganization energy: {reorganization:.1f} cm^-1")
print(f"Input coupling: {coupling:.1f} cm^-1")
print(f"Mode energy: {mode:.1f} cm^-1")
print(f"Transfer distance: {distance_angstrom:.2f} angstrom")
print(f"Line broadening, standard deviation: {line_sigma:.1f} cm^-1")
print(f"Diabatic dipole difference: {transfer_dipole:.5e} C m")
print(f"Transition dipole at gap lambda: {test_dipole:.5e} C m")
print(f"Molar intensity factor A: {intensity_factor:.6e} m^2/(mol C^2 m^2)")
print(f"Gaussian area factor: {gaussian_area:.6f} (dimensionless)")
print(f"Hush prefactor: {hush_prefactor:.6f} (stated mixed units)")
print(f"Pulse/formula intensity ratio: {pulse_ratio:.7f} (dimensionless)")
print(f"Width constant at 300 K: {width_constant:.2f} cm^-1")
print(f"Width constant at 298.15 K: {standard_constant:.2f} cm^-1")
print(f"Temperature for constant 2310 cm^-1: {matching_temperature:.2f} K")
print(f"Relative spread eta: {eta:.5f} (dimensionless)")
print(f"Test eta for shape expansion: {eta_test:.3f} (dimensionless)")
print(f"Numerical eta^4 area coefficient: {area_coefficient:.4f}")
print(f"Derived eta^4 area coefficient: {expected_area_coefficient:.4f}")
print(f"Numerical eta^2 width coefficient: {width_coefficient:.4f}")
print(f"Computed peak wavenumber: {peak:.2f} cm^-1")
print(f"Weak-coupling classical peak: {classical_peak:.2f} cm^-1")
print(f"Computed peak absorption: {height:.3f} M^-1 cm^-1")
print(f"Computed eps width: {width:.2f} cm^-1")
print(f"Simple predicted width: {simple_width:.2f} cm^-1")
print(f"Corrected predicted width: {corrected_width:.2f} cm^-1")
print(f"Excess over simple width: {100 * (width / simple_width - 1):.2f} %")
print(f"Computed nu*eps width: {weighted_width:.2f} cm^-1")
print(f"Classical nu*eps width: {classical_width:.2f} cm^-1")
print(f"Quantum nu*eps width with broadening: {quantum_width:.2f} cm^-1")
print(f"Largest classical band error / peak: {100 * classical_error:.2f} %")
print(f"Sum-rule share above 2000 cm^-1: {100 * sum_share:.3f} %")
print(f"Recovered coupling: {recovered:.3f} cm^-1")
print(f"Recovered coupling error: {100 * (recovered / coupling - 1):.3f} %")
print(f"Second input coupling: {strong_coupling:.1f} cm^-1")
print(f"Second peak wavenumber: {peak2:.2f} cm^-1")
print(f"Second peak absorption: {height2:.3f} M^-1 cm^-1")
print(f"Second eps width: {width2:.2f} cm^-1")
print(f"Second recovered coupling: {recovered2:.3f} cm^-1")
print(f"Second error: {100 * (recovered2 / strong_coupling - 1):.3f} %")
print("done: every assertion held")
```

Printed output:

```
Temperature: 300.00 K
Thermal energy: 208.510 cm^-1
Reorganization energy: 8000.0 cm^-1
Input coupling: 300.0 cm^-1
Mode energy: 100.0 cm^-1
Transfer distance: 7.00 angstrom
Line broadening, standard deviation: 100.0 cm^-1
Diabatic dipole difference: 1.12152e-28 C m
Transition dipole at gap lambda: 4.20571e-30 C m
Molar intensity factor A: 9.784040e+59 m^2/(mol C^2 m^2)
Gaussian area factor: 1.064467 (dimensionless)
Hush prefactor: 0.020587 (stated mixed units)
Pulse/formula intensity ratio: 0.9999990 (dimensionless)
Width constant at 300 K: 2312.45 cm^-1
Width constant at 298.15 K: 2298.19 cm^-1
Temperature for constant 2310 cm^-1: 299.68 K
Relative spread eta: 0.22831 (dimensionless)
Test eta for shape expansion: 0.050 (dimensionless)
Numerical eta^4 area coefficient: 0.6066
Derived eta^4 area coefficient: 0.5966
Numerical eta^2 width coefficient: 1.0072
Computed peak wavenumber: 7544.59 cm^-1
Weak-coupling classical peak: 7558.63 cm^-1
Computed peak absorption: 308.136 M^-1 cm^-1
Computed eps width: 4484.51 cm^-1
Simple predicted width: 4176.90 cm^-1
Corrected predicted width: 4394.64 cm^-1
Excess over simple width: 7.36 %
Computed nu*eps width: 4347.69 cm^-1
Classical nu*eps width: 4301.12 cm^-1
Quantum nu*eps width with broadening: 4348.37 cm^-1
Largest classical band error / peak: 1.09 %
Sum-rule share above 2000 cm^-1: 99.942 %
Recovered coupling: 300.293 cm^-1
Recovered coupling error: 0.098 %
Second input coupling: 600.0 cm^-1
Second peak wavenumber: 7533.44 cm^-1
Second peak absorption: 1231.688 M^-1 cm^-1
Second eps width: 4493.73 cm^-1
Second recovered coupling: 600.549 cm^-1
Second error: 0.092 %
done: every assertion held
```
